# Mean Scattering Cosine and Transport Length of Fast Aluminium in Argon: test program

```python
# Result under test: a fast atom (mass m) hitting hard-sphere gas atoms at
# rest (mass M, A = M/m >= 1) has mean laboratory deflection cosine
# mu = 2/(3A), and its mean total displacement along the initial direction
# is lambda/(1-mu), with lambda = 1/(n pi d^2) the collision mean free path.
# n: gas density, d: contact distance of the centres.
# Case: Al in Ar. Thermal gas motion and a soft repulsion are sized as well.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

mass_al, mass_ar = 26.982, 39.948          # atomic mass units
A = mass_ar / mass_al
energy_ev, pressure, temperature, diameter_nm = 5.0, 0.5, 400.0, 0.25
rng = np.random.default_rng(12345)


def impulse_averages(ratio):
    """Mean cosine and mean forward velocity from explicit vector impacts."""
    def outgoing(b):
        normal = np.array([b, np.sqrt(1 - b * b)])   # (across, along) beam
        velocity = np.array([0.0, 1.0])
        return velocity - 2*ratio/(1 + ratio) * (velocity @ normal) * normal
    cosine = quad(lambda b: 2*b*outgoing(b)[1]/np.linalg.norm(outgoing(b)),
                  0, 1, epsabs=1e-10)[0]
    forward = quad(lambda b: 2*b*outgoing(b)[1], 0, 1, epsabs=1e-10)[0]
    return cosine, forward


mu = 2 / (3 * A)
transport_ratio = 1 / (1 - mu)
forward_velocity = 1 / (1 + A)
energy_kept = 1 - 2 * A / (1 + A)**2
cosine_quad, forward_quad = impulse_averages(A)
assert abs(cosine_quad - mu) < 1e-7
assert abs(forward_quad - forward_velocity) < 1e-7
light_ratio = 0.5
light_quad = impulse_averages(light_ratio)[0]
assert abs(light_quad - (1 - light_ratio**2 / 3)) < 1e-7
assert abs(light_quad - 2 / (3 * light_ratio)) > 0.1


def mean_relative_speed(speed, sigma):
    """Mean |v-V| for Maxwellian V with standard deviation sigma per axis."""
    u = np.sqrt(2) * sigma
    x = speed / u
    return u * (np.exp(-x*x)/np.sqrt(np.pi) + (x + 0.5/x) * erf(x))


sample = rng.normal(size=(400000, 3))
sample[:, 2] -= 1.5
sampled_speed = np.linalg.norm(sample, axis=1)
speed_error = sampled_speed.std() / np.sqrt(len(sample))
assert abs(sampled_speed.mean() - mean_relative_speed(1.5, 1.0)) < 5*speed_error


def draw_targets(velocity, sigma):
    """Gas velocities weighted by relative speed, drawn by rejection."""
    target = np.zeros_like(velocity)
    if sigma == 0:
        return target
    waiting = np.arange(len(velocity))
    while len(waiting):
        trial = rng.normal(scale=sigma, size=(len(waiting), 3))
        own = velocity[waiting]
        relative = np.linalg.norm(own - trial, axis=1)
        bound = np.linalg.norm(own, axis=1) + 6 * sigma
        accepted = rng.random(len(waiting)) * bound < relative
        target[waiting[accepted]] = trial[accepted]
        waiting = waiting[~accepted]
    return target


def follow_atoms(start_speed, sigma, count=250000, flights=15):
    """Displacement along z in units of lambda, and per-flight averages."""
    velocity = np.zeros((count, 3))
    velocity[:, 2] = start_speed
    distance = np.zeros(count)
    cosines, energies = [], []
    for _ in range(flights):
        speed = np.linalg.norm(velocity, axis=1)
        rate_speed = speed if sigma == 0 else mean_relative_speed(speed, sigma)
        distance += rng.exponential(size=count) * velocity[:, 2] / rate_speed
        cosines.append(np.mean(velocity[:, 2] / speed))
        energies.append(np.mean((speed / start_speed)**2))
        relative = velocity - draw_targets(velocity, sigma)
        axis = relative / np.linalg.norm(relative, axis=1)[:, None]
        side = rng.normal(size=(count, 3))
        side -= np.sum(side * axis, axis=1)[:, None] * axis
        side /= np.linalg.norm(side, axis=1)[:, None]
        b_squared = rng.random(count)[:, None]
        normal = np.sqrt(1 - b_squared) * axis + np.sqrt(b_squared) * side
        along = np.sum(relative * normal, axis=1)[:, None]
        velocity = velocity - 2 * A / (1 + A) * along * normal
    error = distance.std() / np.sqrt(count)
    return distance.mean(), error, cosines, energies


al_speed = np.sqrt(2 * energy_ev * const.e / (mass_al * const.atomic_mass))
ar_sigma = np.sqrt(const.k * temperature / (mass_ar * const.atomic_mass))
cold, cold_error, cold_cos, cold_energy = follow_atoms(al_speed, 0.0)
warm, warm_error, warm_cos, warm_energy = follow_atoms(al_speed, ar_sigma)
assert abs(cold - transport_ratio) < 5 * cold_error
assert abs(cold - 1 / (1 - forward_velocity)) > 5 * cold_error
for k in (1, 2, 3):
    assert abs(cold_cos[k] - mu**k) < 5 / np.sqrt(250000)
    assert abs(cold_energy[k] / energy_kept**k - 1) < 0.01
assert abs(warm / transport_ratio - 1) < 0.10

# Soft repulsion: ZBL universal potential, lengths in nm, energies in eV.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
screening = 0.88534 * bohr_nm / (13**0.23 + 18**0.23)
zbl_terms = ((0.18175, 3.19980), (0.50986, 0.94229),
             (0.28022, 0.40290), (0.02817, 0.20162))


def zbl(r):
    shape = sum(c * np.exp(-q * r / screening) for c, q in zbl_terms)
    return 13 * 18 * coulomb / r * shape


def deflection(b, cm_energy, potential, nodes=100):
    """Classical centre-of-mass deflection angle in a repulsive potential."""
    nearest = brentq(lambda r: r*r*(1 - potential(r)/cm_energy) - b*b,
                     1e-5, 20.0, xtol=1e-15, rtol=1e-14)
    x, weight = np.polynomial.legendre.leggauss(nodes)
    w, weight = (x + 1) / 2, weight / 2
    u = 1 - w * w
    root = 1 - potential(nearest / u) / cm_energy - (b * u / nearest)**2
    return np.pi - 2*b/nearest * np.sum(weight * 2*w / np.sqrt(root))


def transport_area(angle, b_max, nodes=80):
    """Integral of (1 - laboratory cosine) over the impact area."""
    x, weight = np.polynomial.legendre.leggauss(nodes)
    b, weight = b_max * (x + 1) / 2, b_max * weight / 2
    c = np.cos([angle(value) for value in b])
    lab_cosine = (1 + A * c) / np.sqrt(1 + A * A + 2 * A * c)
    return np.sum(weight * 2 * np.pi * b * (1 - lab_cosine))


# Rutherford deflection checks the trajectory integral.
strength, test_b, test_energy = 0.3, 0.07, 3.0
rutherford = 2 * np.arctan(strength / (2 * test_energy * test_b))
numeric = deflection(test_b, test_energy, lambda r: strength / r)
assert abs(numeric - rutherford) < 1e-6
hard_area = np.pi * diameter_nm**2
hard_transport = transport_area(
    lambda b: np.pi - 2 * np.arcsin(b / diameter_nm), diameter_nm)
assert abs(hard_transport / (hard_area * (1 - mu)) - 1) < 1e-6

to_cm = A / (1 + A)
soft = {}
for lab_energy in (5.0, 1.0):
    soft[lab_energy] = transport_area(
        lambda b: deflection(b, lab_energy * to_cm, zbl), 1.2)
finer = transport_area(
    lambda b: deflection(b, energy_ev * to_cm, zbl, 200), 1.2, 160)
mesh_shift = finer / soft[5.0] - 1
assert abs(mesh_shift) < 1e-4
assert soft[1.0] > soft[5.0]
cut_rows = []
for degrees in (10.0, 1.0):
    b_cut = brentq(lambda b: deflection(b, energy_ev * to_cm, zbl)
                   - np.radians(degrees), 0.02, 1.2)
    part = transport_area(
        lambda b: deflection(b, energy_ev * to_cm, zbl), b_cut)
    area = np.pi * b_cut**2
    cut_rows.append((degrees, area, part, 1 - part / area, area / part))
assert cut_rows[1][1] / cut_rows[0][1] > 1.3
assert abs(cut_rows[1][2] / cut_rows[0][2] - 1) < 0.05

density = pressure / (const.k * temperature)
free_path_cm = 100 / (density * hard_area * 1e-18)
transport_cm = free_path_cm * transport_ratio

print(f"Al mass {mass_al:.3f} u, Ar mass {mass_ar:.3f} u")
print(f"mass ratio A = {A:.4f}")
print(f"mean lab cosine, formula    = {mu:.5f}")
print(f"mean lab cosine, quadrature = {cosine_quad:.5f}")
print(f"transport/collision path, formula = {transport_ratio:.4f}")
print(f"same, simulation = {cold:.4f} +- {cold_error:.4f}")
print(f"mean forward velocity kept = {forward_velocity:.4f}")
print(f"ratio if that replaced mu = {1/(1-forward_velocity):.4f}")
print(f"light target A = {light_ratio}: mean cosine = {light_quad:.5f}")
for k in (1, 2, 3):
    print(f"after {k} collisions: mu^k = {mu**k:.4f}, "
          f"simulated cosine = {cold_cos[k]:.4f}")
print(f"mean energy fraction kept per collision = {energy_kept:.4f}")
for k in (1, 2, 3):
    print(f"mean energy after {k} collisions = "
          f"{energy_ev*energy_kept**k:.3f} eV")
print(f"displacement share of first 4 flights = {1-mu**4:.4f}")
print(f"Al energy = {energy_ev:.1f} eV, speed = {al_speed:.0f} m/s")
print(f"Ar pressure = {pressure:.2f} Pa, temperature = {temperature:.0f} K")
print(f"Ar rms speed = {np.sqrt(3)*ar_sigma:.0f} m/s")
print(f"Ar mean thermal energy = "
      f"{1.5*const.k*temperature/const.e:.4f} eV")
print(f"contact distance d = {diameter_nm:.2f} nm")
print(f"hard-sphere collision area = {hard_area:.4f} nm^2")
print(f"gas density = {density:.3e} m^-3")
print(f"collision mean free path = {free_path_cm:.2f} cm")
print(f"transport mean free path = {transport_cm:.2f} cm "
      f"= {transport_cm/100:.4f} m")
print(f"warm gas: first-collision mean cosine = {warm_cos[1]:.4f}")
print(f"warm gas: displacement/lambda = {warm:.4f} +- {warm_error:.4f}")
print(f"warm gas: change from formula = "
      f"{100*(warm/transport_ratio-1):.2f} %")
print(f"hard-sphere transport area = {hard_transport:.4f} nm^2")
for lab_energy in (5.0, 1.0):
    print(f"ZBL transport area at {lab_energy:.0f} eV = "
          f"{soft[lab_energy]:.4f} nm^2")
    print(f"  equivalent hard-sphere d = "
          f"{np.sqrt(soft[lab_energy]/(np.pi*(1-mu))):.4f} nm")
print(f"ZBL relative shift on doubling meshes = {mesh_shift:.1e}")
for degrees, area, part, cosine, ratio in cut_rows:
    print(f"ZBL 5 eV, CM deflection above {degrees:.0f} deg:")
    print(f"  collision area {area:.4f}, transport area {part:.4f} nm^2")
    print(f"  mean lab cosine {cosine:.4f}, path ratio {ratio:.3f}")
print("done: every assertion held")
```

Output:

```
Al mass 26.982 u, Ar mass 39.948 u
mass ratio A = 1.4805
mean lab cosine, formula    = 0.45029
mean lab cosine, quadrature = 0.45029
transport/collision path, formula = 1.8191
same, simulation = 1.8124 +- 0.0081
mean forward velocity kept = 0.4031
ratio if that replaced mu = 1.6754
light target A = 0.5: mean cosine = 0.91667
after 1 collisions: mu^k = 0.4503, simulated cosine = 0.4509
after 2 collisions: mu^k = 0.2028, simulated cosine = 0.2023
after 3 collisions: mu^k = 0.0913, simulated cosine = 0.0898
mean energy fraction kept per collision = 0.5188
mean energy after 1 collisions = 2.594 eV
mean energy after 2 collisions = 1.346 eV
mean energy after 3 collisions = 0.698 eV
displacement share of first 4 flights = 0.9589
Al energy = 5.0 eV, speed = 5980 m/s
Ar pressure = 0.50 Pa, temperature = 400 K
Ar rms speed = 500 m/s
Ar mean thermal energy = 0.0517 eV
contact distance d = 0.25 nm
hard-sphere collision area = 0.1963 nm^2
gas density = 9.054e+19 m^-3
collision mean free path = 5.63 cm
transport mean free path = 10.23 cm = 0.1023 m
warm gas: first-collision mean cosine = 0.4496
warm gas: displacement/lambda = 1.8293 +- 0.0067
warm gas: change from formula = 0.56 %
hard-sphere transport area = 0.1079 nm^2
ZBL transport area at 5 eV = 0.0674 nm^2
  equivalent hard-sphere d = 0.1975 nm
ZBL transport area at 1 eV = 0.1213 nm^2
  equivalent hard-sphere d = 0.2650 nm
ZBL relative shift on doubling meshes = -2.0e-12
ZBL 5 eV, CM deflection above 10 deg:
  collision area 0.3059, transport area 0.0670 nm^2
  mean lab cosine 0.7810, path ratio 4.566
ZBL 5 eV, CM deflection above 1 deg:
  collision area 0.6355, transport area 0.0673 nm^2
  mean lab cosine 0.8940, path ratio 9.436
done: every assertion held
```
